# Why one phonon branch gives indirect recombination a factor coth(ħω/2kT)

## Definitions and conventions

Electrons with density \(n\) occupy a conduction valley X away from the zone centre. Holes with density \(p\) occupy the valence maximum at the zone centre. The radiative coefficient \(B\) is defined by

\[
R=B\,n\,p ,
\]

where \(R\) is the number of spontaneous photon emissions per volume and time. The indirect gap is \(E_g\), and \(T\) is the common temperature of lattice and carriers unless they are distinguished.

One phonon branch takes part. Its energy \(\hbar\omega\) is treated as constant over the wavevectors needed, and its mean occupation is \(N\). In thermal equilibrium, with \(x=\hbar\omega/kT\),

\[
N=\frac{\sum_s s\,e^{-sx}}{\sum_s e^{-sx}}
=-\frac{d}{dx}\ln\frac{1}{1-e^{-x}}
=\frac{1}{e^{x}-1}.
\]

The result explained here is

\[
\frac{B(T)}{B(0)}=2N+1=\coth\frac{\hbar\omega}{2kT}.
\]

It holds under four assumptions: the squared matrix element per phonon quantum is the same for phonon emission and absorption and for all thermal carriers; the photon factor is constant too; electrons and holes are uncorrelated; and stimulated photon emission is negligible. \(B(0)\) is the low-temperature limit of this model, not a measured low-temperature coefficient.

## Two channels and their weights

A photon of about 1 eV carries almost no momentum on the scale of the Brillouin zone. For an electron at \(\mathbf k\) to fill a hole state at \(\mathbf k'\), the lattice must supply \(\mathbf q=\mathbf k'-\mathbf k\). The electron-phonon coupling contains the lattice displacement, so the operator that accompanies this transition is

\[
g\,(b_{\mathbf q}+b^\dagger_{-\mathbf q}).
\]

The crystal can absorb a phonon from mode \(\mathbf q\) or emit one into mode \(-\mathbf q\). Both terms have the same coupling \(g\), and time reversal gives both modes the same frequency.

If a mode holds \(s\) quanta, the ladder operators give

\[
|\langle s+1|b^\dagger|s\rangle|^2=s+1,\qquad
|\langle s-1|b|s\rangle|^2=s .
\]

Their thermal averages are \(N+1\) for emission and \(N\) for absorption. The 1 is spontaneous phonon emission, which needs no phonons to be present. It keeps the recombination alive at \(T=0\).

The two channels leave the lattice in different, orthogonal states. Their amplitudes therefore cannot interfere, and their rates add:

\[
(N+1)+N=2N+1=\frac{2}{e^x-1}+1=\frac{e^x+1}{e^x-1}.
\]

Multiplying numerator and denominator by \(e^{-x/2}\) gives

\[
\frac{e^{x/2}+e^{-x/2}}{e^{x/2}-e^{-x/2}}=\coth\frac{x}{2}.
\]

The sum \(2N+1\) is more general than the coth. If the phonons are out of equilibrium, it remains valid with the actual \(N\), provided that modes \(\mathbf q\) and \(-\mathbf q\) are equally filled. The coth requires the thermal \(N\).

## When the two strengths are equal

Photon emission and phonon exchange form a second-order process. In one path, the phonon takes the electron from X to a conduction state at the zone centre, higher by \(\Delta\), and the photon coupling \(\gamma\) takes it to the valence band. The amplitude is the product of the couplings divided by the initial energy minus the intermediate energy.

After phonon emission the intermediate energy is higher by \(\Delta+\hbar\omega\). After absorption it is higher by \(\Delta-\hbar\omega\). Hence

\[
|M_{\rm em}|=\frac{g\gamma\sqrt{s+1}}{\Delta+\hbar\omega},\qquad
|M_{\rm abs}|=\frac{g\gamma\sqrt{s}}{\Delta-\hbar\omega}.
\]

For \(\hbar\omega\ll\Delta\), the squared amplitudes per quantum agree. Paths through other bands add amplitudes within each channel. The simple result then requires the total strength per quantum to be equal in the two channels.

The photon factor comes from the golden rule. With a fixed momentum matrix element, \(\gamma^2\) for one photon mode is proportional to \(1/E\), where \(E\) is the photon energy. The number of modes per energy is proportional to \(E^2\), if the refractive index is constant. Their product is proportional to \(E\). The channels emit at energies that differ by \(2\hbar\omega\), so a constant photon factor requires \(\hbar\omega\ll E_g\) and \(kT\ll E_g\).

## Why no other power of temperature appears

Let \(C_0/V\) be the rate for one electron-hole pair in volume \(V\), per unit of phonon weight and averaged over spins and valleys. A phonon of the required momentum exists for every pair, so every electron can meet every hole. With occupations \(f_e\) and \(f_h\),

\[
RV=\frac{C_0}{V}(2N+1)\sum_{\mathbf k}f_e(\mathbf k)\sum_{\mathbf k'}f_h(\mathbf k')
=\frac{C_0}{V}(2N+1)(nV)(pV).
\]

Therefore \(B=C_0(2N+1)\) and \(B(0)=C_0\). The shapes of the distributions have dropped out. Within these assumptions, degeneracy does not change the result.

A direct gap behaves differently, because an electron can pair only with a hole at the same wavevector. For Maxwell distributions, \(f_{e,h}\propto e^{-a_{e,h}k^2}\) with \(a_{e,h}=\hbar^2/(2m_{e,h}kT)\). Since \(\sum_{\mathbf k}e^{-ak^2}=V(\pi/a)^{3/2}/(8\pi^3)\), the fraction of pairs that match, for one spin state of each carrier, is

\[
\frac{\sum f_ef_h}{\sum f_e\sum f_h}
=\frac{8\pi^3}{V}\left[\frac{a_ea_h}{\pi(a_e+a_h)}\right]^{3/2}
=\frac1V\left[\frac{2\pi\hbar^2}{(m_e+m_h)kT}\right]^{3/2}.
\]

The last step uses \(a_ea_h/(a_e+a_h)=\hbar^2/[2(m_e+m_h)kT]\). From 200 to 400 K this fraction falls to \(2^{-3/2}=0.354\) of its value. The indirect process has no such loss.

## The same answer from light absorption

In absorption of light the phonon roles are exchanged. The lower threshold, \(E_g-\hbar\omega\), belongs to phonon absorption and has weight \(N\). The upper threshold, \(E_g+\hbar\omega\), has weight \(N+1\).

In equilibrium, emission at each photon energy balances absorption. For nondegenerate carriers and \(E\gg kT\), the emission carries the thermal factor \(e^{-E/kT}\). With equal photon factors, the integrals above the two thresholds differ only through

\[
N e^{-(E_g-\hbar\omega)/kT}=(N+1)e^{-E_g/kT},
\]
\[
(N+1)e^{-(E_g+\hbar\omega)/kT}=N e^{-E_g/kT},
\]

because \(Ne^x=N+1\). The product \(np\) contains the same \(e^{-E_g/kT}\), which cancels in \(B\). For parabolic bands, the pair-state density above threshold grows as the square of the excess energy. Its thermal integral is proportional to \((kT)^3\), as is the remaining factor in \(np\), so these cancel as well. The weights \(N+1\) and \(N\) are recovered.

## How large the factor is

Take rough values typical of silicon: \(E_g=1.12\) eV, a transverse optical phonon of 58 meV and \(\Delta=2.28\) eV. They are held fixed as the temperature changes. At 300 K, \(kT=25.85\) meV and \(x=58/25.85=2.244\), so

\[
N=\frac{1}{e^{2.244}-1}=0.119,\qquad 2N+1=1.237 .
\]

Phonon absorption supplies \(0.119/1.237=9.6\,\%\) of the recombination.

| \(T\) (K) | \(N\) | \(B(T)/B(0)\) | Absorption share |
|---:|---:|---:|---:|
| 200 | 0.036 | 1.072 | 3.3 % |
| 300 | 0.119 | 1.237 | 9.6 % |
| 400 | 0.228 | 1.457 | 15.7 % |

From 200 to 400 K the phonon factor is multiplied by \(1.457/1.072=1.36\).

In the cold limit, \(N\simeq e^{-x}\) and \(B(T)/B(0)\simeq1+2e^{-x}\). At 200 K this gives 1.069, close to 1.072. In the hot limit, put \(u=x/2\) and expand:

\[
\coth u\simeq\frac{1+u^2/2}{u(1+u^2/6)}\simeq\frac1u+\frac u3
=\frac{2kT}{\hbar\omega}+\frac{\hbar\omega}{6kT}.
\]

The leading term at 300 K is 0.891, below even the zero-temperature value of 1. Room temperature is not hot for this phonon, and a law \(B\propto T\) would be a poor substitute. The local exponent follows by differentiation:

\[
\frac{d\ln B}{d\ln T}=-x\frac{d}{dx}\ln\coth\frac x2=\frac{x}{\sinh x},
\]

which is 0.48 at 300 K.

## Corrections within the uncorrelated-carrier model

For nondegenerate carriers in parabolic bands, each carrier has mean kinetic energy \(3kT/2\). The mean photon energies are therefore \(E_g+3kT\mp\hbar\omega\), with the upper sign for phonon emission. Relative to the photon factor at \(E_g\), the sum becomes

\[
(N+1)\left(1+\frac{3kT-\hbar\omega}{E_g}\right)
+N\left(1+\frac{3kT+\hbar\omega}{E_g}\right)
\]
\[
=(2N+1)\left(1+\frac{3kT}{E_g}\right)-\frac{\hbar\omega}{E_g}.
\]

At 300 K this is \(1.2373\times1.0692-0.0518=1.271\).

The energy denominators multiply the emission term by \((1+\hbar\omega/\Delta)^{-2}\) and the absorption term by \((1-\hbar\omega/\Delta)^{-2}\). For the conduction path alone, and without carrier kinetic energy in the denominators, the factor falls to 1.22. This value is relative to a rate with the photon factor fixed at \(E_g\) and the denominators fixed at \(\Delta\). On the same scale the corrected rate at \(T=0\) is \((1-\hbar\omega/E_g)/(1+\hbar\omega/\Delta)^2=0.90\), so the corrected \(B(T)/B(0)\) at 300 K is about 1.36, against 1.24 from the coth. Together the two corrections change the ratio of the 400 K value to the 200 K value from 1.36 to 1.46. The omitted kinetic energy has an effect of similar size. Subtracting the electron's kinetic energy from both denominators, with a flat intermediate band, raises 1.22 to 1.27 and 1.46 to 1.50.

Several branches add with their zero-temperature weights:

\[
\frac{B(T)}{B(0)}=\sum_j W_j\coth\frac{\hbar\omega_j}{2kT},\qquad \sum_jW_j=1 .
\]

An 18 meV acoustic branch has a coth of 2.99 at 300 K. With a chosen weight of 5 %, the total is \(0.95\times1.237+0.05\times2.988=1.325\), which is 7 % above the one-branch value. A weak branch can matter because its phonons are already abundant.

A gap slope of roughly −0.25 meV/K lowers \(E_g\) by 4.5 % of its stated value between 200 and 400 K. The photon factor falls by about as much if the other quantities stay fixed. Stimulated photon emission is negligible for thermal radiation: at 300 K the photon occupation at \(E_g-\hbar\omega\) is about \(10^{-18}\).

## Electron-hole attraction can reverse the trend

The assumption of uncorrelated carriers is the weak one. A pair matrix element that is independent of both wavevectors acts, in position space, when electron and hole coincide. Attraction raises the probability of such contact by a factor \(Q\).

Let \(\mu\) be the reduced mass, \(a\) the exciton radius, \(\mathrm{Ry}=\hbar^2/(2\mu a^2)\) the exciton binding energy and \(y=\mathrm{Ry}/kT\). For a scattering state of relative energy \(\varepsilon\), the Coulomb wavefunction gives the Sommerfeld factor

\[
S=\frac{2\pi\eta}{1-e^{-2\pi\eta}},\qquad \eta=\sqrt{\mathrm{Ry}/\varepsilon},
\]

to be averaged over the Maxwell distribution of \(\varepsilon\). Bound s states with principal number \(\nu\) have contact density \(1/(\pi a^3\nu^3)\) and energy \(-\mathrm{Ry}/\nu^2\). The free thermal contact density is \(\lambda^{-3}\), with \(\lambda^2=2\pi\hbar^2/(\mu kT)=4\pi a^2y\). Dividing by it gives \(\lambda^3/(\pi a^3)=8\sqrt\pi\,y^{3/2}\), and so

\[
Q=\langle S\rangle+8\sqrt\pi\,y^{3/2}\sum_{\nu=1}^{\infty}\frac{e^{y/\nu^2}}{\nu^3}.
\]

Here \(n\) and \(p\) count free carriers, with excitons in equilibrium with them. The estimate is for low density, without screening, and for isotropic masses.

With a rough \(\mathrm{Ry}=15\) meV, numerical integration of \(\langle S\rangle\) and summation over \(\nu\) give \(Q=5.5+12.6=18\) at 300 K. At 200 and 400 K, \(Q\) is 37 and 12. The attraction factor thus falls to 0.32 of its value over this range, while the coth is multiplied by 1.36. Their product falls to 0.44. In this estimate \(B\) decreases on heating from 200 to 400 K, although the phonon factor increases.

## Silicon and practical use

The parameters are near those of silicon, where the transverse optical phonon dominates the emission and weaker branches contribute. The measured low-density coefficient of silicon does fall on heating from 200 to 300 K. That agrees in direction with the attraction estimate and not with the coth alone. The agreement is not quantitative. The estimate falls to 0.57 of its value between 200 and 300 K and by a further 14 % up to 350 K, whereas the measured coefficient falls to about two thirds and then nearly levels off. Real silicon also has anisotropic valleys, several valence bands and, at high carrier density, screening that reduces \(Q\). Of the corrections estimated here, electron-hole attraction has the largest effect: it changes the 400 K to 200 K ratio from 1.36 to about 0.44.

Three rules follow for device models.

- Use the coth as the phonon part of \(B(T)\), not as the whole law. A measured \(B\) already contains the attraction, so it must not be multiplied by \(Q\) again. At low density, the ratio of \(Q\) at two temperatures together with the phonon factor gives only a rough guide to its change. For silicon it overstates the decrease, especially above room temperature, so a measured \(B(T)\) should be used where one exists. This requires weak screening. In a static Debye estimate with one carrier species and the permittivity of silicon, screening lowers \(Q\) at 300 K by about 4 % at \(10^{15}\), 11 % at \(10^{16}\) and 29 % at \(10^{17}\) cm\(^{-3}\). It also weakens the temperature trend: the ratio of \(Q\) at 400 K to that at 200 K rises from 0.32 without screening to 0.34, 0.37 and 0.47 at these densities. The values at \(10^{17}\) cm\(^{-3}\) are only indicative. There the screening energy is already about \(0.4\,kT\) at 300 K and \(0.7\,kT\) at 200 K, and a sizeable share of the minority carriers is bound in excitons, so free and total densities differ.
- If carriers are hotter than the lattice, evaluate \(N\) at the phonon temperature. The carrier temperature enters the kinetic energy and the attraction.
- If a line-shape fit can separate the two phonon components of a spectrum, the ratio of their integrated photon numbers indicates the lattice temperature. Peak heights are not enough: at 300 K the tail of the phonon-emission component is about as strong as the phonon-absorption component at the latter's peak. The simplest ratio is \(N/(N+1)=e^{-x}\), or 0.106 at 300 K. The photon factor multiplies it by about 1.10 and the conduction-path denominators by about 1.11, giving 0.129. Reading that value as \(e^{-x}\) would return about 329 K, an error of 10 %. The fit must also include other branches: with the 5 % acoustic weight used above, acoustic phonon emission and absorption together reach roughly half the strength of the optical phonon-absorption component at its peak at 300 K. Reabsorption in a thick sample weakens the higher-energy component more and must be corrected first.

Numbers in the example were calculated in double precision.
